# Surface-Potential Decay of a Trap-Free Film After Complete Charge Injection

## Part I. Field, carrier paths and the spreading charge

A flat insulating film of thickness $L$ and permittivity $\varepsilon$ lies on a grounded metal electrode. The coordinate $x$ runs from the free surface, $x=0$, to the electrode, $x=L$. A corona discharge has left a positive charge $\sigma$ per unit area on the free surface, and the corona is then switched off. At $t=0$ all of this charge passes into the film and becomes mobile. How does the potential of the free surface fall with time?

The following model is used. Everything depends on $x$ and $t$ alone, so the charged area must be much wider than the film is thick. The film has no traps and no carriers other than the injected ones, so nothing recombines inside it. A carrier in a field $E$ drifts at the velocity $\mu E$, with a constant mobility $\mu$, and diffusion is neglected. The electrode absorbs each carrier that reaches it and injects none. The potential is read by a probe that does not touch the film and whose own potential follows that of the surface, so that there is no field in the air gap. The injection is taken to last a time negligible beside the transit time, and to reach a depth negligible beside the thickness. Negative charge gives the same problem with the signs of charge, field and potential reversed.

### (a) Field and potential of a given charge distribution

**Question.** Find the field $E_0$ and the surface potential $V_0$ just before injection. Then, for an arbitrary charge density $\rho(x,t)$ inside the film, express the field and the surface potential through $\rho$.

**Solution.** Let $E$ be positive when it points towards the electrode. Gauss's law at a charged surface says that the displacement $\varepsilon E$ jumps by the surface charge. The displacement in the air is zero, so just inside the film

$$\varepsilon E_0=\sigma .$$

Before injection there is no charge between the surface and the electrode, and the field is uniform there. The electrode is at zero potential, so the potential of the surface is the integral of the field across the film:

$$V_0=\int_0^L E_0\,dx=E_0L=\frac{\sigma L}{\varepsilon}.\tag{1}$$

After injection the surface itself carries no charge. The displacement is then continuous across $x=0$, and since it vanishes in the air,

$$E(0,t)=0\qquad (t>0).$$

Inside the film Gauss's law reads

$$\varepsilon\,\frac{\partial E}{\partial x}=\rho .\tag{2}$$

Integration from the surface down to $x$ gives

$$\varepsilon E(x,t)=\int_0^x\rho(x',t)\,dx' .\tag{3}$$

The field at a given depth is therefore set by the charge lying above that depth, nearer the free surface. Charge lying deeper contributes nothing. This may look odd, since an isolated charged sheet has a field on both sides. The electrode accounts for it. A sheet of charge $q$ per area gives a displacement $q/2$ on each side, directed away from it. The charge $-q$ that it induces on the electrode gives a displacement $q/2$ directed towards the electrode everywhere in the film and above it. Below the sheet the two add to $q$; above the sheet they cancel.

The surface potential is $V=\int_0^L E\,dx$. Integrate by parts, taking $-(L-x)$ as the antiderivative of 1:

$$V=\Big[-(L-x)E\Big]_0^L+\int_0^L(L-x)\frac{\partial E}{\partial x}\,dx .$$

At the upper limit the factor $L-x$ vanishes. The lower limit contributes $+L\,E(0,t)$, which is zero. With equation (2),

$$V(t)=\frac1\varepsilon\int_0^L(L-x)\,\rho(x,t)\,dx .\tag{4}$$

Each charge counts in proportion to its distance from the electrode. The potential can thus fall while all the charge is still in the film, because the charge moves closer to the metal. If all the charge sits at $x=0$, equation (4) returns $\sigma L/\varepsilon=V_0$, so the act of injection does not itself change the potential.

### (b) The condition of open circuit

**Question.** Show that the sum of conduction and displacement currents is zero at every depth, and turn this into an equation for $E$ alone.

**Solution.** The conduction current density is $\rho\mu E$. Conservation of charge requires

$$\frac{\partial\rho}{\partial t}+\frac{\partial}{\partial x}(\rho\mu E)=0 .$$

Replace $\rho$ in the first term by $\varepsilon\,\partial E/\partial x$ from equation (2), and exchange the order of the two derivatives:

$$\frac{\partial}{\partial x}\left(\varepsilon\frac{\partial E}{\partial t}+\rho\mu E\right)=0 .$$

The bracket is the total current density. It does not depend on $x$, so its value at one place fixes it everywhere. Just inside the free surface $E(0,t)=0$ at all times after injection. The displacement current is then zero there, and so is the conduction current. Hence, at every depth,

$$\varepsilon\frac{\partial E}{\partial t}+\rho\mu E=0 .\tag{5}$$

Carriers do move through the film, but at each depth the changing displacement cancels their current. The lead that grounds the electrode carries no current either. The charge on the metal is $-\varepsilon E(L,t)$ per area. It changes at the rate $-\varepsilon\,\partial E/\partial t$, which by equation (5) equals $\rho\mu E$ at $x=L$. That is the rate at which carriers arrive from the film. The arriving carriers neutralise charge already on the metal, and nothing has to flow in from the ground.

Now use equation (2) again, this time to remove $\rho$ from equation (5), and divide by $\varepsilon$:

$$\frac{\partial E}{\partial t}+\mu E\,\frac{\partial E}{\partial x}=0 .\tag{6}$$

### (c) The field felt by a moving carrier

**Question.** How does the field at the position of a chosen carrier change as the carrier moves? What path does the carrier follow?

**Solution.** Let $x(t)$ be the position of the carrier, with $dx/dt=\mu E$. The field at that position changes both because the field changes in time at a fixed place and because the carrier moves to another place:

$$\frac{d}{dt}E\big(x(t),t\big)=\frac{\partial E}{\partial t}+\frac{dx}{dt}\frac{\partial E}{\partial x}=\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}=0 .$$

The last step is equation (6). Each carrier keeps the field it had at the start, and therefore also its speed. A carrier that starts at depth $s$ in the field $E$ is found at

$$x=s+\mu E\,t \tag{7}$$

until it reaches the electrode.

Equation (3) shows the reason. The field at a carrier is fixed by the amount of charge above it. The carriers above it have still less charge above them, so they sit in a weaker field and move more slowly. They do not overtake it. The carriers below it sit in a stronger field and run ahead. The amount of charge above the chosen carrier thus stays the same, and so does its field.

Two consequences follow. First, the loss of carriers at the electrode does not disturb those still in the film, because charge at greater depth has no influence on them. Secondly, each carrier can be labelled by its own constant field $E$, which lies between 0 and $E_0$. By equation (2), the carriers with labels between $E$ and $E+dE$ hold the charge

$$dq=\varepsilon\,dE \tag{8}$$

per unit area. This holds at the start, and it continues to hold because neither the labels nor the charges change.

The argument needs all carriers in the same field to have the same speed. If carriers at one place had different mobilities, fast ones would overtake slow ones, and the charge above a given carrier would no longer be fixed.

### (d) What becomes of the injected sheet

**Question.** An infinitely thin sheet at $x=0$ has no definite field of its own: the field is 0 on its upper side and $E_0$ on its lower side. Resolve the ambiguity by starting with a uniformly charged layer of depth $\delta$. Find the field and charge density at later times, and take $\delta\to0$. Compare with a sheet that is assumed to stay thin.

**Solution.** The layer has the density $\rho_0=\sigma/\delta=\varepsilon E_0/\delta$. By equation (3), the field at $t=0$ rises linearly through the layer and is constant below it:

$$E(x,0)=\frac{E_0x}{\delta}\quad(0\le x\le\delta),\qquad E(x,0)=E_0\quad(x\ge\delta).$$

A carrier that starts at depth $s$ has the field $E=E_0s/\delta$, so that $s=\delta E/E_0$. Put this into equation (7):

$$x=\frac{\delta E}{E_0}+\mu Et=E\left(\mu t+\frac{\delta}{E_0}\right).\tag{9}$$

Solved for the field, this gives

$$E(x,t)=\frac{x}{\mu t+\delta/E_0}.$$

It holds from the free surface down to the leading carrier, whose label is $E_0$ and whose position is

$$x_f=\delta+\mu E_0t .$$

Below this front no charge is present and the field is still $E_0$. At $x=x_f$ the two expressions agree, so the field is continuous. Equation (2) gives the density behind the front:

$$\rho=\frac{\varepsilon}{\mu t+\delta/E_0}=\frac{\rho_0}{1+\mu\rho_0t/\varepsilon}.$$

The second form follows on multiplying numerator and denominator by $E_0/\delta$ and using $\rho_0=\varepsilon E_0/\delta$. The layer stays uniform while it expands. Its density falls on the time scale $\varepsilon/(\mu\rho_0)=\delta/(\mu E_0)$, the dielectric relaxation time of the layer. The thinner the layer, the sooner it expands. Long after this time the starting density no longer matters.

In the limit $\delta\to0$ the solution becomes, before the front has reached the electrode,

$$E=\frac{x}{\mu t},\quad \rho=\frac{\varepsilon}{\mu t}\qquad(0<x<\mu E_0t),$$

$$E=E_0,\quad \rho=0\qquad(\mu E_0t<x<L).\tag{10}$$

The total charge is $\rho x_f=(\varepsilon/\mu t)(\mu E_0t)=\varepsilon E_0=\sigma$, as it must be. The front reaches the electrode at

$$t_0=\frac{L}{\mu E_0}=\frac{L^2}{\mu V_0},\tag{11}$$

where equation (1) was used in the form $E_0=V_0/L$. At later times carriers with larger labels have been absorbed, and $E=x/(\mu t)$ holds throughout the film.

Now suppose instead that the sheet stays thin. The force on it per unit area is the integral of charge density times field through its small thickness. With $\rho\,dx=\varepsilon\,dE$,

$$\int\rho E\,dx=\varepsilon\int_0^{E_0}E\,dE=\frac{\varepsilon E_0^2}{2}=\sigma\,\frac{E_0}{2}.$$

The mean field is $E_0/2$. A rigid sheet would drift at the speed $\mu E_0/2$ and arrive at $2t_0$. Such a sheet also conserves charge, but it needs something to hold it together. Its lower side feels the field $E_0$ and its upper side feels none, so freely moving carriers pull it apart. The limit of a layer of finite depth gives the spreading solution (10), and that is the physical one here.

## Part II. Potential, decay rate and a worked example

The free surface is at $x=0$ and the grounded electrode at $x=L$. The charge $\sigma$ per area, injected at $t=0$, gives the initial field $E_0=\sigma/\varepsilon$ and the initial potential $V_0=E_0L$. Part I gave four results for constant mobility $\mu$:

- The field at the free surface is zero after injection, and the potential is $V=\varepsilon^{-1}\int_0^L(L-x)\rho\,dx$.
- The field obeys $\partial E/\partial t+\mu E\,\partial E/\partial x=0$.
- Each carrier keeps a constant field $E$ between 0 and $E_0$ and is found at $x=\mu Et$. The carriers with labels in $dE$ hold the charge $\varepsilon\,dE$.
- The first carriers reach the electrode at $t_0=L/(\mu E_0)=L^2/(\mu V_0)$.

### (e) The surface potential

**Question.** Find $V(t)$ before and after $t_0$.

**Solution.** In the expression for $V$, sum over carriers instead of over depth. The carriers labelled $E$ hold the charge $\varepsilon\,dE$ at a distance $L-\mu Et$ from the electrode. Those already absorbed contribute nothing. Hence

$$V(t)=\int_0^{E_0}\max\big(0,\;L-\mu Et\big)\,dE .\tag{12}$$

For $t\le t_0$ even the fastest carriers are still in the film, because $\mu E_0t\le L$. The integrand is then $L-\mu Et$ over the whole range:

$$V=LE_0-\frac{\mu E_0^2t}{2}.$$

The first term is $V_0$. In the second, $\mu E_0=L/t_0$ gives $\mu E_0^2=LE_0/t_0=V_0/t_0$. Therefore

$$V(t)=V_0\left(1-\frac{t}{2t_0}\right)\qquad(0\le t\le t_0).\tag{13}$$

For $t\ge t_0$ the integrand is positive only up to the label $E_L=L/(\mu t)$, which belongs to the carriers just arriving:

$$V=LE_L-\frac{\mu tE_L^2}{2}=\frac{L^2}{\mu t}-\frac{L^2}{2\mu t},$$

$$V(t)=\frac{L^2}{2\mu t}\qquad(t\ge t_0).\tag{14}$$

At $t=t_0$ both expressions give $V_0/2$. Half of the potential is lost before any carrier has left the film.

The initial potential has dropped out of equation (14). After transit the charge left in the film is $\varepsilon E_L=\varepsilon L/(\mu t)$, whatever the amount at the start. A larger initial charge drives its own surplus out sooner.

The rigid sheet of part (d) would give $V=(\sigma/\varepsilon)(L-\mu E_0t/2)$, which is also $V_0(1-t/2t_0)$. The straight part of the decay therefore cannot tell a rigid sheet from a spreading cloud. They differ after $t_0$: the rigid sheet would continue on the straight line to zero at $2t_0$, while the cloud leaves a tail.

### (f) The rate of decay

**Question.** Relate $dV/dt$ to the field at the electrode. Is there a kink in $V(t)$ at transit?

**Solution.** Differentiate $V=\int_0^LE\,dx$ and use the field equation:

$$\frac{dV}{dt}=\int_0^L\frac{\partial E}{\partial t}\,dx=-\mu\int_0^LE\frac{\partial E}{\partial x}\,dx=-\frac{\mu}{2}\Big[E^2\Big]_0^L=-\frac{\mu}{2}E(L,t)^2 .\tag{15}$$

The last step uses $E(0,t)=0$. Before transit the electrode sees the undisturbed field $E_0$, and the rate is constant. This is why the decay is straight although the charge spreads all the while. After transit $E(L,t)=L/(\mu t)$, and

$$\frac{dV}{dt}=-\frac{L^2}{2\mu t^2}.$$

At $t_0=L/(\mu E_0)$ this equals $-\mu E_0^2/2$, the value before transit. The slope is continuous, so $V(t)$ has no kink. The curvature does jump, from zero to $L^2/(\mu t_0^3)=V_0/t_0^2$. A plot of $dV/dt$ shows the transit more clearly than a plot of $V$: a flat section ends at $t_0$ and a fall as $1/t^2$ begins.

Within this model the mobility can be found from the initial slope, $\mu=2L^2|dV/dt|/V_0^2$, or from the tail, $\mu=L^2/(2Vt)$. If the two values disagree, at least one assumption of the model has failed.

### (g) Two different initial potentials

**Question.** The same film is charged first to $V_a$ and then, in a second run, to a lower potential $V_b$. Can the two decay curves cross?

**Solution.** Thickness and mobility are the same in both runs. The transit times are $t_a=L^2/(\mu V_a)$ and $t_b=L^2/(\mu V_b)$, with $t_a<t_b$. Since $1/t_0=\mu V_0/L^2$, equation (13) reads $V=V_0-\mu V_0^2t/(2L^2)$. For $t\le t_a$ the difference of the two curves is

$$(V_a-V_b)\left[1-\frac{\mu t\,(V_a+V_b)}{2L^2}\right].$$

The subtracted term is at most $(V_a+V_b)/(2V_a)$, which is less than 1, so the difference is positive. For $t_a\le t\le t_b$ the first curve follows equation (14) and the second still follows (13). The difference is

$$\frac{L^2}{2\mu t}-V_b+\frac{\mu V_b^2t}{2L^2}=\frac{\mu t}{2L^2}\left(\frac{L^2}{\mu t}-V_b\right)^2\ge0 .$$

It vanishes at $t=t_b$, and from then on both curves follow equation (14). The curves merge without crossing. If measured curves do cross, the assumptions made here do not all hold for both runs.

### (h) A worked example

**Question.** A film has $L=20$ µm, relative permittivity 3, $\mu=10^{-6}$ cm²/Vs and $V_0=600$ V at 300 K. These are rough typical values for a hole-transporting, molecularly doped polymer of the kind used in xerography. Find the initial field, the charge, the transit time and the decay.

**Solution.** With $L=2\times10^{-3}$ cm,

$$E_0=\frac{600\ \text{V}}{2\times10^{-3}\ \text{cm}}=3\times10^5\ \text{V/cm}=0.30\ \text{MV/cm}.$$

The charge is $\sigma=\varepsilon E_0=0.080$ µC/cm². The transit time is

$$t_0=\frac{(2\times10^{-3})^2}{10^{-6}\times600}\ \text{s}=6.67\times10^{-3}\ \text{s}=6.67\ \text{ms}.$$

The initial rate of fall is $V_0/(2t_0)=600/(2\times6.667)=45$ V/ms. The potential is 450 V at 3.33 ms and 300 V at transit. It is then 150 V at $2t_0=13.3$ ms and 30 V at $10t_0=66.7$ ms. A second run from 300 V has its transit at 13.3 ms, where its potential is also 150 V.

The numerical output below compares the law with two calculations that do not use it. In the first, charged sheets move in the field of all the others; the potentials agree with the law to the printed 0.01 V. The second solves drift, thermal diffusion and Gauss's law on a grid. Its largest deviation among the three listed times is 0.7 % of $V_0$ with 400 cells and 0.2 % with 1600 cells, so most of the coarse-grid deviation comes from the grid. The same is true of the fine grid: between $0.5t_0$ and $t_0$ thermal diffusion itself lowers the potential by only about 0.25 V, or 0.04 % of $V_0$.

### (i) When the assumptions are relaxed

**Question.** How do a finite injection depth, slow injection and a field-dependent mobility change the result? How large are these and other neglected effects in the example?

**Solution.** *Injection depth.* For a uniform layer of depth $\delta$, equation (9) gives $x=\mu E\,[t+\delta/(\mu E_0)]$. Each carrier is where it would have been if a thin sheet had started earlier by $\delta/(\mu E_0)$. The whole curve is shifted by that time. For $\delta=0.5$ µm the shift is 0.17 ms.

*Slow injection.* Let the charge enter at a uniform rate over a time $\tau\le t_0$. The charge still on the surface gives the field $E_0(1-t/\tau)$ there, and a carrier released at that moment keeps this field. The carrier labelled $E$ thus starts late by $\tau(1-E/E_0)$ and lags by $\mu E$ times this delay. For $\tau\le t\le t_0$ all carriers are in the film, and the potential is higher by

$$\int_0^{E_0}\mu E\,\tau\left(1-\frac{E}{E_0}\right)dE=\mu\tau\left(\frac{E_0^2}{2}-\frac{E_0^2}{3}\right)=\frac{\mu\tau E_0^2}{6}=\frac{V_0\tau}{6t_0}.$$

For $\tau=0.10$ ms this is $600\times0.10/(6\times6.667)=1.5$ V.

*Field-dependent mobility.* Let the drift velocity be $v(E)=\mu(E)E$, with $\mu(E)$ rising with field. The steps of parts (b) and (c) go through with $v(E)$ in place of $\mu E$. Carriers still keep their fields, and

$$V(t)=\int_0^{E_0}\max\big(0,\;L-v(E)t\big)\,dE .$$

The decay before transit is still straight, but its slope is $-\int_0^{E_0}v\,dE$. Take $\mu(E)=\mu\exp[\beta(\sqrt E-\sqrt{E_0})]$ with the rough value $\beta=3\times10^{-3}$ (cm/V)$^{1/2}$. The mobility at $E_0$, and with it $t_0$, is then unchanged, while the mobility at zero field is 0.19 times as large. The potential at transit is 377 V instead of 300 V, and at $10t_0$ it is 80 V instead of 30 V. The slower carriers in weak fields hold the potential up. At $10t_0$ the remaining carriers all sit in fields below $7\times10^4$ V/cm, so the late value depends on how far down the square-root law holds: if the mobility levels off below $10^5$ V/cm, the two potentials are 374 V and 60 V. The initial slope is $(600-377)/6.67=33$ V/ms. Put into the constant-mobility formula of part (f), it would give a mobility about 26 % below the true value at $E_0$.

*Disorder.* As a simple stand-in, each carrier was given a fixed mobility of its own, with a spread of 0.20 in its logarithm and an unchanged mean. The simulation gives 293 V at $t_0$ and 38 V at $10t_0$. These values are uncertain by a few volts, because the carriers sort themselves by mobility only slowly and the result depends on the starting depth and the time step. The values above correspond to an effective starting depth of about 50 nm, set by the time step. In the limit of a very thin starting sheet the potentials are about 289 V and 40 V; for a starting depth of 0.5 µm they are about 292 V and 35 V.

*Diffusion.* With the Einstein relation $D=\mu kT/e$, free diffusion during the transit would spread the front by $\sqrt{2Dt_0}=L\sqrt{2kT/(eV_0)}$, which is 0.9 % of $L$. The actual front is somewhat wider and is drawn out on its trailing side, because carriers that diffuse back enter a weaker field and fall further behind. In disordered polymers at high field the spreading is often larger than the Einstein relation gives, so this estimate is a lower limit for real films. Diffusion becomes dominant when the potential has fallen to the order of $kT/e=0.026$ V. The law would reach this value only after 77 s.

*Other effects.* A dark resistivity of $10^{15}$ Ω cm gives a relaxation time of 266 s, far longer than the transit. A grounded plate 2 mm above the film, in place of the following probe, would have 0.3 % of the film's capacitance. The initial field is a tenth of a rough breakdown field of 3 MV/cm. At transit the carrier density is $2.5\times10^{14}$ cm⁻³, so a fraction of about $2.5\times10^{-7}$ of $10^{21}$ sites per cm³ is filled. The filling is highest at injection, about $10^{-5}$ for a starting depth of 0.5 µm and $5\times10^{-3}$ for 1 nm, so crowding of the sites stays small. The carriers are about 14 nm apart in the plane of the film, and a smooth charge density has meaning only once the layer is thicker than this.

**Comparison with real films.** A thickness of some tens of micrometres and a potential of several hundred volts are usual in xerography. The mobility of doped polymers varies by orders of magnitude with composition, and the value used here lies within that range. In such films the carriers are normally supplied by a light flash and not by the corona charge entering unaided; the present geometry would need them to be generated near the free surface. Among the departures estimated above, the field dependence of the mobility changes the potential most: it raises the potential at transit by a quarter and the potential at $10t_0$ by a factor of 2.7 (2.0 if the mobility levels off below $10^5$ V/cm). Mobility also depends on temperature: with a rough activation energy of 0.4 eV, warming by 10 K multiplies it by 1.65 and shortens the transit to about 4 ms. Traps are a further departure. Charge held at a distance from the electrode keeps contributing to $V$, so deep traps leave a residual potential that equation (14) does not contain.

## Numbers as computed

```
INPUTS (rough typical values, doped polymer film)
thickness L = 20.0 um
relative permittivity = 3.0
mobility mu = 1.0e-06 cm2/Vs
initial surface potential V0 = 600 V
temperature = 300 K
RESULTS
initial field E0 = 0.300 MV/cm
surface charge = 0.0797 uC/cm2
transit time t0 = 6.667 ms = 6.667e-03 s
initial decay rate = 45.00 V/ms
carrier density at t0 = 2.49e+14 cm^-3
time (ms), law (V), interacting sheets (V)
    0.000   600.00   600.00
    3.333   450.00   450.00
    6.667   300.00   300.00
   13.333   150.00   150.00
   33.333    60.00    60.00
   66.667    30.00    30.00
time (ms), drift-diffusion 400 cells (V), 1600 cells (V)
    3.333   445.80   448.70
    6.667   295.89   298.71
   13.333   149.14   149.75
largest error/V0: 400 cells 0.0070, 1600 0.0022
start at V0 and V0/2: time (ms), sheets (V), sheets (V)
    3.333   450.00   262.50
    6.667   300.00   225.00
   10.000   200.00   187.50
   13.333   150.00   150.00
   20.000   100.00   100.00
NEGLECTED EFFECTS (rough inputs)
field coefficient of ln(mobility) = 3.0e-03 (cm/V)^0.5
  mobility at zero field / at E0 = 0.193
  V at t0 = 376.8 V, at 10 t0 = 79.9 V
log-mobility spread = 0.20
  V at t0 = 292.8 V, at 10 t0 = 38.3 V
thermal voltage kT/e = 0.02585 V
  thermal front width at t0 / L = 0.0093
  time when law reaches kT/e = 77.4 s
injection lasting 0.10 ms: V(t0) up 1.50 V
injection depth 0.5 um: time shift 0.167 ms
dark resistivity 1e+15 ohm cm: relaxation 266 s
grounded plate 2 mm above: capacitance ratio 0.0033
activation 0.4 eV: mobility x 1.65 for +10 K
breakdown field 3 MV/cm: E0/breakdown = 0.10
site density 1e+21 cm^-3: filling at t0 = 2.5e-07
```
